# Crossover Temperature for Hydrogen Tunnelling at a Migration Saddle

**Question.** A hydrogen atom or proton migrates through a wide-gap semiconductor over a saddle whose imaginary frequency has magnitude 1000 cm⁻¹. Near what temperature does its motion change from thermally activated hopping to tunnelling, how strongly does tunnelling already act above that temperature, and how does the answer scale with mass and barrier shape?

**Answer.**

## What is being compared

Take one coordinate $x$ along the unstable direction, with mass $m$, and put the saddle at $x=0$:

$$V(x)\simeq V_0-\tfrac12 m\omega_b^2x^2 .$$

An ordinary vibration has $\omega^2>0$. Here the curvature is negative, so the frequency is $i\omega_b$ and its magnitude is quoted as a wavenumber $\tilde\nu$, with $\omega_b=2\pi c\tilde\nu$. The initial well is assumed to be in thermal equilibrium, and successive hops are assumed incoherent. Write $\beta=1/(k_BT)$.

Quantum statistics at temperature $T$ follows from the operator $e^{-\beta H}$. Cut it into many short factors of imaginary duration $\Delta\tau$, with total duration $\beta\hbar$. Each factor contributes the free-particle Gaussian $e^{-m(\Delta x)^2/(2\hbar\Delta\tau)}$ and the potential weight $e^{-V\Delta\tau/\hbar}$. Their product gives every closed path the weight $e^{-S/\hbar}$, where

$$S=\int_0^{\beta\hbar}\left[\tfrac12 m\dot x^2+V(x)\right]d\tau .$$

The potential enters with a plus sign, so a stationary path obeys $m\ddot x=+V'(x)$. This is Newton's law in the inverted potential $-V$, where the saddle is a valley. One stationary path rests at $x=0$ and represents activated crossing. Another may oscillate about it: this is the instanton, and it represents tunnelling.

## The temperature at which the resting path gives way

Expand a closed path near the saddle in Fourier modes,

$$x(\tau)=\sum_n c_ne^{i\nu_n\tau},\qquad \nu_n=\frac{2\pi n k_BT}{\hbar},$$

with $c_{-n}=c_n^*$ because $x$ is real. Cross terms integrate to zero over the full period, and each derivative brings down $i\nu_n$, so

$$S=\beta\hbar V_0+\frac{m\beta\hbar}{2}\sum_n(\nu_n^2-\omega_b^2)|c_n|^2 .$$

The $n=0$ term is negative at every temperature: it is the uniform displacement off the saddle, the reaction coordinate itself. The modes $n=\pm1$ stretch the path across the barrier. At high temperature the period is short, stretching costs much kinetic action, and these modes are stable. On cooling they become unstable when $\nu_1=\omega_b$:

$$\boxed{T_c=\frac{\hbar\omega_b}{2\pi k_B}=\frac{hc\tilde\nu}{2\pi k_B}}$$

The second form follows from $\hbar\omega_b=hc\tilde\nu$; the remaining $2\pi$ comes from $\nu_1$. Equivalently, small oscillations in the inverted valley have period $2\pi/\omega_b$, and at $T_c$ this equals the available time $\beta\hbar$.

For 1000 cm⁻¹ the saddle quantum is $\hbar\omega_b=0.12398$ eV. Thus

$$k_BT_c=\frac{123.98\ \text{meV}}{2\pi}=19.73\ \text{meV},\qquad T_c\simeq229\ \text{K}.$$

The same instability was found by diagonalising the action of a path cut into $N$ points. It gave 229.080 K for $N=64$ and 228.999 K for $N=192$, approaching the continuous value of 228.99 K.

## Tunnelling above the crossover

To see what $T_c$ separates, count the flux at each energy. For the parabola alone, measure $E$ from the top and set $\epsilon=E/\hbar\omega_b$ and $\xi=x\sqrt{m\omega_b/\hbar}$. The Schrödinger equation becomes

$$\psi''+(\xi^2+2\epsilon)\psi=0 .$$

Far from the top the local wavenumber is $k\simeq\xi+\epsilon/\xi$. Its integral is $\xi^2/2+\epsilon\ln\xi$, and the amplitude varies as $k^{-1/2}$. The transmitted wave on the right is therefore

$$\psi\simeq t\,\xi^{i\epsilon-1/2}e^{i\xi^2/2}.$$

On the left, $e^{-i\xi^2/2}$ moves right and is the incident wave, while $e^{+i\xi^2/2}$ moves left and is the reflected wave. Continue the transmitted form through the upper half-plane, $\xi=|\xi|e^{i\phi}$ with $\phi$ from 0 to $\pi$. In the first quadrant it decays, which excludes any growing admixture. In the second it grows, so a small admixture of the other wave cannot alter its coefficient. On arrival it is the reflected wave, with amplitude

$$r=t\,e^{i\pi(i\epsilon-1/2)}=-i\,t\,e^{-\pi\epsilon}.$$

Hence $|r|^2=|t|^2e^{-2\pi\epsilon}$. Flux conservation, $|r|^2+|t|^2=1$, gives the transmission probability

$$P(E)=\frac{1}{1+e^{-2\pi E/\hbar\omega_b}} .$$

A thermal beam carries flux $v\,dp/(2\pi\hbar)=dE/h$ per state, weighted by $e^{-\beta E}$. Classically $P$ is a step at the top and the integral of the weight is $1/\beta$. The ratio of quantum to classical flux is therefore

$$\kappa=\beta\int_{-\infty}^{\infty}P(E)e^{-\beta E}dE
=a\int_{-\infty}^{\infty}\frac{e^{-ay}}{1+e^{-y}}dy,$$

where $y=2\pi E/\hbar\omega_b$ and $a=\beta\hbar\omega_b/2\pi=T_c/T$. Call the last integral $I$. Shifting its line by $2\pi i$ multiplies it by $e^{-2\pi ia}$. The pole between the two lines, at $y=i\pi$, has residue $e^{-i\pi a}$. So $I(1-e^{-2\pi ia})=2\pi i\,e^{-i\pi a}$, which gives $I=\pi/\sin\pi a$ and

$$\kappa=\frac{\pi T_c/T}{\sin(\pi T_c/T)},\qquad T>T_c .$$

At high temperature, $\sin z\simeq z-z^3/6$ gives $\kappa\simeq1+\pi^2T_c^2/(6T^2)$. For our saddle the full expression gives 1.71 at 425 K and 3.54 at 300 K. Tunnelling is already a substantial correction at room temperature.

The integrand also tells where the particles cross. At $a=1/2$ it is

$$\frac{e^{-y/2}}{1+e^{-y}}=\frac{1}{2\cosh(y/2)},$$

which is even in $y$. Half the flux then passes below the top, so in this sense tunnelling through a parabola takes the majority below $2T_c=458$ K. For the finite barrier used below, the half-way point is close by: about 454 K with its exact transmission, and 445 K with the approximate joined form used in the table. Setting the logarithmic derivative to zero gives $1/(e^y+1)=a$, so the most probable crossing energy is

$$E_{\rm peak}=\frac{\hbar\omega_b}{2\pi}\ln\left(\frac{T}{T_c}-1\right).$$

It lies at the top at $2T_c$ and runs to minus infinity at $T_c$, where $\kappa$ diverges. The divergence belongs to the parabola, which has no foot. The crossover temperature thus marks the onset of deep tunnelling, whose description needs the whole barrier.

## A barrier with a foot

Use $V=V_0\,\mathrm{sech}^2(x/L)$ and from here on measure energy from its foot. Near the top $V\simeq V_0(1-x^2/L^2)$. Matching the curvature gives

$$L=\sqrt{\frac{2V_0}{m\omega_b^2}},\qquad
T_c=\frac{\hbar}{2\pi k_BL}\sqrt{\frac{2V_0}{m}} .$$

Height alone does not fix the crossover: a higher barrier raises $T_c$ at fixed width, but leaves it unchanged if the curvature is held fixed.

The closed path under the barrier has action $W$ and period $\tau$:

$$W(E)=2\int\sqrt{2m(V-E)}\,dx,\qquad
\tau(E)=-\frac{dW}{dE}=\sqrt{2m}\int\frac{dx}{\sqrt{V-E}} .$$

The integrals run between the turning points, whose motion adds nothing to the derivative because the momentum vanishes there. Put $s=\sinh(x/L)$. Then $dx=L\,ds/\sqrt{1+s^2}$ and $V-E=(V_0-E-Es^2)/(1+s^2)$. The factors $1+s^2$ cancel:

$$\tau=\sqrt{2m}\,L\int\frac{ds}{\sqrt{V_0-E-Es^2}}
=\frac{\sqrt{2m}\,L\,\pi}{\sqrt E}
=\frac{2\pi}{\omega_b}\sqrt{\frac{V_0}{E}},$$

since $\sqrt{2m}\,L=2\sqrt{V_0}/\omega_b$. Integrating from $E$ up to $V_0$, where $W=0$, gives

$$W(E)=\frac{4\pi}{\omega_b}\left(V_0-\sqrt{V_0E}\right).$$

Deep below the top the thermal flux varies as $e^{-\Phi}$ with $\Phi=\beta E+W/\hbar$. Its stationary point satisfies $\beta\hbar=\tau(E)$, which is the instanton condition. With $\theta=T/T_c$,

$$E^*=V_0\theta^2 .$$

This lies below the top when $T<T_c$. It is a minimum of $\Phi$ because $\tau$ falls as $E$ rises, making $W''=-\tau'$ positive. Using $\beta V_0=2\pi V_0/(\hbar\omega_b\theta)$,

$$\Phi^*=\frac{2\pi V_0}{\hbar\omega_b}\left[\theta+2(1-\theta)\right]
=\frac{2\pi V_0}{\hbar\omega_b}(2-\theta).$$

The gain over the Arrhenius exponent is

$$\beta V_0-\Phi^*=\frac{2\pi V_0}{\hbar\omega_b}\frac{(1-\theta)^2}{\theta}.$$

It starts quadratically at $T_c$. For this barrier the leading exponent and its slope are continuous there, so the Arrhenius plot bends without a kink.

For the prefactor, set $E=q^2$. The exponent is then quadratic in $q$, $\Phi=\Phi^*+\beta(q-q^*)^2$, and $dE=2q\,dq$. When the Gaussian lies well inside the barrier range,

$$\kappa\simeq2\sqrt{\pi\beta E^*}\,e^{\beta V_0-\Phi^*}.$$

With a fixed attempt frequency the rate is proportional to $\kappa e^{-\beta V_0}$. Since $\Phi$ is stationary in $E$, $d\Phi^*/d\beta=E^*$. The factor $\sqrt{\beta E^*}$ varies as $\beta^{-1/2}$. The apparent activation energy is therefore

$$E_a=-\frac{d\ln k}{d\beta}=E^*+\tfrac12k_BT .$$

To join the two regimes, use $P=1/(1+e^{W/\hbar})$, with $W$ continued to negative values above the top. Near the top $W\simeq2\pi(V_0-E)/\omega_b$, which restores the parabolic result; far below it $P\simeq e^{-W/\hbar}$.

## Numbers for a gallium nitride-like case

Take a proton, a barrier of 0.70 eV and a well wavenumber of 1000 cm⁻¹. These are round values in the rough regime of interstitial hydrogen in p-type gallium nitride, not computed properties of it. The saddle curvature has magnitude 59.35 N/m, so

$$L=\sqrt{\frac{2(0.70\ \text{eV})}{59.35\ \text{N/m}}}=0.0615\ \text{nm},\qquad
\frac{V_0}{\hbar\omega_b}=\frac{0.70}{0.12398}=5.646 .$$

The attempt frequency is $\nu_0=3.00\times10^{13}$ s⁻¹, and the hop rate is $k=\nu_0\kappa e^{-\beta V_0}$. The joined transmission gives:

| $T$ (K) | $\kappa$ | Share below top | $E_a$ (eV) | $k$ (s⁻¹) |
|---|---|---|---|---|
| 425 | 1.64 | 0.53 | 0.660 | $2.5\times10^5$ |
| 300 | 3.00 | 0.76 | 0.631 | $1.6\times10^2$ |
| 229 | 9.6 | 0.93 | 0.568 | $0.11$ |
| 150 | $1.1\times10^4$ | 1.00 | 0.307 | $9.8\times10^{-7}$ |

Against direct solutions of the Schrödinger equation at $E/V_0=0.6$, 0.9 and 1.1, the largest relative error of the joined transmission was 6.7%. Below the top the joined form is too low by about this much, so the tabulated $\kappa$ and $k$ are low by 4 to 7%. The same bias makes the shares low by up to about 0.01 and $E_a$ high by up to about 0.002 eV.

At 229 K nothing jumps. Tunnelling has already raised the rate about tenfold, and 93% of the flux passes below the top. What changes quickly is the slope: between 229 and 150 K the apparent activation energy falls from 0.568 to 0.307 eV. A straight line fitted through such data would not return the barrier height.

At 150 K, $\theta=0.655$ and $E^*=0.70\times0.655^2=0.300$ eV. Adding $k_BT/2$ gives 0.307 eV, as in the table. The exponent falls from 54.15 to 47.71, a gain of $e^{6.44}\simeq6\times10^2$; the prefactor $2\sqrt{\pi\beta E^*}\simeq17$ supplies the rest of $\kappa$. Yet with the classical well used here the mean wait for a hop is about $10^6$ s, or twelve days; the quantised well discussed below shortens it to about a day. These deep-regime numbers depend strongly on the flanks of the barrier, and the $\mathrm{sech}^2$ form has long tails and no well. The periodic barrier $V_0\cos^2(x/L)$ has the same height, the same $T_c$ and a well of 1000 cm⁻¹ at its foot, with a hop length $\pi L=0.19$ nm. It gives nearly the same $\kappa$ at 300 K (3.2) and 13 at $T_c$, but at 150 K it gives $\kappa\simeq6\times10^5$, $E_a\simeq0.13$ eV and a wait of about five hours, or under half an hour with the quantised well. The 150 K row is therefore a property of the assumed shape, not of the height and saddle frequency alone. Near $T_c$ the wait is only seconds for either shape, so the onset of the bend is easier to observe than the deep regime.

## Scaling and the isotope signature

The crossover is proportional to the saddle frequency, so a 10% error in $\tilde\nu$ moves it by 23 K. At fixed curvature $\omega_b\propto m^{-1/2}$. A deuteron on the same potential has

$$T_c^{D}=T_c\sqrt{m_p/m_D}=162\ \text{K}.$$

Between 162 and 229 K the proton is in the deep-tunnelling regime while the deuteron is not. A bend that moves down by roughly this factor on substitution supports a tunnelling origin. For the barrier above, the steep part of the bend follows the factor closely, while its gentle upper part moves further: the temperature at which $E_a=0.66$ eV falls by a factor of about 0.58, or about 0.51 once the mass-dependent quantised well discussed below is included. A bend caused by a second classical path need not move in this way. The square-root rule assumes that hydrogen alone moves in the unstable mode; participation of host atoms weakens the shift.

## What can move or invalidate the estimate

**Lattice friction.** Suppose $\omega_b$ was obtained from the hydrogen mass and an energy profile in which the host atoms relax fully at each hydrogen position. In reality they lag behind, and this lag is taken here to act as a linear drag $\gamma$. Near the saddle $\ddot x+\gamma\dot x-\omega_b^2x=0$, and a solution growing as $e^{\mu t}$ requires

$$\mu^2+\gamma\mu=\omega_b^2,\qquad
\mu=\sqrt{\omega_b^2+\gamma^2/4}-\gamma/2 .$$

If the drag comes from harmonic lattice modes, the coupled system has one unstable normal mode with growth rate $\mu$. The path argument applies to that mode, so $\mu$ replaces $\omega_b$ in $T_c$. For a drag of 200 cm⁻¹, $\mu/\omega_b=\sqrt{1.01}-0.1=0.905$ and the crossover drops to 207 K. If the frequency already comes from the Hessian of hydrogen and lattice together, this correction is included and must not be applied again. A frequency found with the host atoms frozen at the saddle geometry errs the other way: letting more coordinates move can only lower the lowest eigenvalue of the mass-weighted Hessian, so the true unstable frequency is at least as large as the frozen one.

**Electric field.** A field of 3 MV/cm, near the rough breakdown scale of the material, changes a proton's energy by 18.4 meV over the length $L$. Let $f=18.4/700=0.026$ be this energy divided by $V_0$, and $u=x/L$. The tilted barrier is

$$V/V_0\simeq1-u^2+\tfrac23u^4-fu .$$

Its top moves to $u\simeq-f/2$, where the second derivative is $-2+8u^2=-2(1-f^2)$. The frequency changes by the factor $1-f^2/2$, lowering $T_c$ by 0.08 K. The shift is quadratic in $f$ only because this barrier is symmetric. For a hop between unequal wells it is linear in the field: an asymmetric Eckart barrier of 0.70 eV forward and 0.50 eV backward with the same saddle curvature shifts by $+0.7$ or $-0.9$ K depending on the field direction, which is still small. The hop rate is more sensitive: each length $L$ between well and saddle changes the Boltzmann factor at 300 K by $e^{18.4/25.9}\simeq2$. This uses the applied field and ignores local-field corrections.

**The quantised well.** The rates above use a classical well. A harmonic well of frequency $\omega_w$ has partition function $1/(\beta\hbar\omega_w)$ classically and $1/[2\sinh(\beta\hbar\omega_w/2)]$ quantum mechanically. Replacing the first by the second multiplies the rate by

$$\frac{2\sinh(\beta\hbar\omega_w/2)}{\beta\hbar\omega_w}.$$

For $\omega_w=\omega_b$ at $T_c$, $\beta\hbar\omega_w=2\pi$ and the factor is $\sinh(\pi)/\pi=3.68$. It raises the rate without moving $T_c$. The factor grows on cooling and reaches about 13 at 150 K, where it also lowers the apparent activation energy by about 0.05 eV. Vibrations across the path are left out as well, and their zero-point energies generally differ between well and saddle. If two such modes went from 1000 cm⁻¹ in the well to 700 or 1300 cm⁻¹ at the saddle, the rate at 229 K would change by a factor of about 6.7 or 0.15. The absolute rates in the table are therefore rough, and more so the lower the temperature.

**The low-temperature limit.** The model barrier has free motion at its foot, whereas a real well has a lowest level, here 62 meV above its bottom. The energy $E^*$ reaches that level at $T_c\sqrt{0.062/0.70}\simeq68$ K. The discrete levels matter earlier: if they are harmonic, the lowest one already carries most of the flux at 80 K. For this shape the open-barrier formula is therefore unreliable below about 100 K, and tunnelling from the ground level needs a separate treatment. These temperatures also depend on the shape: for $V_0\cos^2(x/L)$, $E^*$ reaches the lowest level at about 136 K, and that level already carries about half the flux at 150 K.

**A barrier that steepens.** The criterion locates the first instanton when the period in the inverted potential grows with amplitude. Consider instead, in units $\hbar=m=\omega_b=1$,

$$V=V_0-\tfrac12x^2-0.1x^4 .$$

The inverted motion obeys $\ddot x=-x-0.4x^3$. Inserting $x=\cos\Omega\tau$ and keeping the fundamental part of $\cos^3$, which is $\tfrac34\cos$, gives $\Omega^2\simeq1.3$. The period is shorter than at small amplitude; numerical integration places this path at 261 K, above $T_c$.

Here $\tau$ rises with $E$, so $W''<0$ and the path maximises $\Phi$: it does not dominate the flux. If the barrier broadens again towards its foot, however, the period eventually grows and a deeper path minimises $\Phi$. At $T_c$ the relation $d\Phi/dE=\beta-\tau/\hbar>0$ just below the top shows that $\Phi$ falls on moving down, so the deeper path already wins. The switch then occurs above $T_c$, with a jump in the dominant energy. For such a barrier the curvature at the top is not enough.

## Reading the result for a device

Hydrogen passivates magnesium acceptors in gallium nitride, and annealing is used to restore their activity. At a rough anneal temperature of 1000 K, the high-temperature formula gives $\kappa\simeq1+1.645(0.229)^2=1.09$, so tunnelling speeds up a single hop by only about a tenth in this model. At operating temperatures of 300 to 425 K the hop is above the crossover, but tunnelling alone, without the correction for the quantised well, speeds it up by a factor of about 3 at 300 K and 1.7 at 425 K.

The main assumption that a real p-type layer breaks is that of free, repeated hops over identical saddles. Binding to acceptors adds a release step, so a measured activation energy can exceed the migration barrier; this changes the net transport rate, not the $T_c$ of a given free hop. Crystal anisotropy can provide several saddles, each with its own $T_c$. If the saddle frequency came from a relaxed energy profile and the hydrogen mass alone, the example drag moves the crossover by about −22 K. An estimate of 229 K is therefore best read as a scale, uncertain by some tens of kelvin, below which Arrhenius extrapolation from higher temperature fails badly. The error starts earlier: with the classical well, a straight line through the model rates at 600 and 1000 K is too low by a factor of about 1.6 at 300 K and 4 at 229 K (1.7 and 5.5 for the $\cos^2$ barrier). The numerical output below lists the main values.

## Computed results

```
Saddle wavenumber: 1000 1/cm
Saddle angular frequency: 1.8837e+14 rad/s
Saddle quantum hbar*omega_b: 0.12398 eV
Crossover T_c: 228.99 K
Thermal energy at T_c: 19.73 meV
T_c from path, 64 beads: 229.080 K
T_c from path, 192 beads: 228.999 K
Shift from 64 to 192 beads: -0.082 K
Deuteron T_c, same curvature: 162.0 K
Half-flux temperature 2*T_c, parabola: 458.0 K
Flux share below top at 2*T_c, parabola: 0.5000
Barrier height V0: 0.70 eV
V0/(hbar*omega_b): 5.646
Magnitude of saddle curvature: 59.35 N/m
Barrier length L: 0.0615 nm
Largest error of uniform transmission: 6.7 %
Well wavenumber: 1000 1/cm
Attempt frequency: 2.998e+13 1/s
Parabolic kappa at 300 K: 3.542
Parabolic kappa at 425 K: 1.705
Finite barrier: T (K), kappa, share below top, Ea (eV),
  classical hop rate (1/s), hop rate with tunnelling (1/s)
  425.0  1.637  0.527  0.660  1.50e+05  2.46e+05
  300.0  2.998  0.757  0.631  5.22e+01  1.56e+02
  229.0  9.579  0.928  0.568  1.18e-02  1.13e-01
  150.0  10739.321  1.000  0.307  9.08e-11  9.75e-07
Instanton energy at 150 K: 0.300 eV
Instanton exponent at 150 K: 47.71
Classical exponent at 150 K: 54.15
E* + kT/2 at 150 K: 0.307 eV
Friction: 200 1/cm
T_c with friction: 207.2 K
Field: 3.0 MV/cm
Field energy over length L: 18.4 meV
T_c shift by field: -0.080 K
Rate factor from quantum well at T_c: 3.68
Well zero-point energy: 62.0 meV
Open-barrier model fails below about: 68 K
Steep barrier x^2/2 + 0.1 x^4 (reduced units), amplitude 1:
  tunnelling path exists at: 260.8 K
T_c change for 10 % in saddle frequency: 22.9 K
```
